Intervalley Diffusion from Switching Between Two Drift Velocities

Suppose that each electron in a semiconductor moves at one of two speeds, 8.0×10⁶ cm/s or 4.0×10⁶ cm/s, with no random motion besides the changes from one speed to the other. Let the changes come at random, with a chance per unit time that does not depend on how long the electron has already stayed. If the electron stays on average 15 ps at the higher speed and 30 ps at the lower, a packet of such electrons spreads with a diffusion coefficient of about 36 cm²/s. Neither speed fluctuates, and both point the same way. The spreading comes from the different shares of time that different electrons happen to spend at each speed.

The two speeds belong to two valleys of the conduction band, or to two groups of equivalent valleys. The numbers are rough values of the order expected for electrons in pure silicon at 77 K, with a field of 1 kV/cm along a cube axis. Four of the six valleys then present their light mass, about 0.19 electron masses, to the field and are fast. The other two present their heavy mass, about 0.92, and are slow. The fast valleys are called hot and carry the index 1. The slow ones are called cold and carry the index 2.

Let the field be uniform and constant, and let v₁ and v₂ be the drift velocities along it. An electron in valley i leaves for the other valley with a constant probability per unit time kᵢ = 1/Tᵢ, whatever its history. Tᵢ is then the mean dwell time. The probability P₁(t) of finding the electron in valley 1 falls by departures and grows by arrivals:

dP₁/dt = −k₁P₁ + k₂(1 − P₁) = k₂ − (k₁ + k₂)P₁.

Setting the left side to zero gives the steady fractions

p₁ = k₂/(k₁ + k₂) = T₁/(T₁ + T₂),  p₂ = 1 − p₁ = k₁/(k₁ + k₂).

Since k₂ = (k₁ + k₂)p₁, the rate equation can be written for the deviation from the steady state:

d(P₁ − p₁)/dt = −(P₁ − p₁)/τ,  1/τ = k₁ + k₂ = 1/T₁ + 1/T₂.

The population relaxation time τ is shorter than either dwell time, because transfers in both directions help to remove an imbalance. Here τ = 15·30/45 = 10 ps, p₁ = 1/3 and p₂ = 2/3.

To follow one electron, let s(t) be 1 while it is in valley 1 and 0 while it is in valley 2. Its velocity is v = v₂ + (v₁ − v₂)s, with mean V = p₁v₁ + p₂v₂. With Δ = v₁ − v₂ and δs = s − p₁, the velocity fluctuation is

v − V = Δ δs.

The product s(0)s(t) equals 1 if the electron is in valley 1 at both times and is 0 otherwise. In the steady state the first condition has probability p₁. Given that, the relaxation law with P₁(0) = 1 supplies the probability of the second, p₁ + p₂e^(−t/τ). Hence

⟨δs(0)δs(t)⟩ = p₁[p₁ + p₂e^(−t/τ)] − p₁² = p₁p₂e^(−t/τ),

and the velocity correlation function is

C(t) = p₁p₂Δ² e^(−t/τ).

The product p₁p₂ is the variance of a quantity that takes the values 1 and 0. It vanishes when all electrons sit in one valley, since there is then nothing to distinguish them.

The displacement relative to the mean drift is the time integral of v − V. Its variance is a double integral of C over two times between 0 and t. Pairs of times separated by u fill a length t − u, and each separation occurs in both orders, so

Var x = 2∫₀ᵗ (t − u)C(u) du.

The two integrals needed are

∫₀ᵗ e^(−u/τ) du = τ(1 − e^(−t/τ)),

∫₀ᵗ u e^(−u/τ) du = τ² − τ(t + τ)e^(−t/τ).

Multiplying the first by t and subtracting the second, the terms in tτe^(−t/τ) cancel, and

Var x = 2p₁p₂Δ²τ [t − τ(1 − e^(−t/τ))].

For t ≪ τ the bracket is t²/(2τ) and Var x = p₁p₂Δ²t². Few electrons have changed valley, and the packet is pulling apart into a fast and a slow part. For t ≫ τ the variance grows linearly. With the diffusion coefficient defined as half the growth rate of the variance, the result is

D_iv = p₁p₂(v₁ − v₂)²τ.

For the example,

D_iv = (1/3)(2/3)(4.0×10⁶ cm/s)²(10×10⁻¹² s) = 35.6 cm²/s = 3.56×10⁻³ m²/s.

The finite-time formula was tested on 200,000 random trajectories, started with the steady populations and followed for 200 ps. Their position variance was 1.353 μm², against 1.351 μm² from the formula. The difference of 0.15 % of the formula value is within the sampling error of about 0.3 %.

Faster exchange at fixed populations reduces the spreading, because every electron then averages over both velocities sooner. In terms of the dwell times,

D_iv = Δ²T₁²T₂²/(T₁ + T₂)³.

If T₁ is held fixed and T₂ is varied, the logarithmic derivative is 2/T₂ − 3/(T₁ + T₂), which vanishes at T₂ = 2T₁. The example sits at this maximum, so a small change of the cold dwell time alone hardly alters D_iv. The maximum does not lie at equal populations, because τ also grows with T₂.

The same correlation function gives the spectrum of the velocity fluctuations at angular frequency ω. Since ∫₀^∞ e^(−t/τ)cos ωt dt is the real part of 1/(1/τ − iω),

D_iv(ω) = ∫₀^∞ C(t)cos ωt dt = D_iv/(1 + ω²τ²).

The intervalley contribution to the velocity fluctuations falls to half at 1/(2πτ) = 15.9 GHz.

Electrons also diffuse inside each valley, with coefficients D₁ and D₂. Whether this motion simply adds can be decided from the continuity equations for the two densities:

∂n₁/∂t = −v₁∂n₁/∂x + D₁∂²n₁/∂x² − k₁n₁ + k₂n₂,

∂n₂/∂t = −v₂∂n₂/∂x + D₂∂²n₂/∂x² − k₂n₂ + k₁n₁.

For density waves proportional to e^(iqx + λt), define gᵢ = λ + iqvᵢ + Dᵢq². The equations become (g₁ + k₁)n₁ = k₂n₂ and (g₂ + k₂)n₂ = k₁n₁. A nonzero solution requires (g₁ + k₁)(g₂ + k₂) = k₁k₂. Expanding this and dividing by k₁ + k₂ gives

p₁g₁ + p₂g₂ + τg₁g₂ = 0,

or, with the definitions inserted in the first two terms,

λ + iqV + (p₁D₁ + p₂D₂)q² + τg₁g₂ = 0.

The slow solution has λ = −iqV to first order in q. Since v₁ − V = p₂Δ and v₂ − V = −p₁Δ, to this order g₁ = iqp₂Δ and g₂ = −iqp₁Δ. Their product is +p₁p₂Δ²q², so to second order

λ = −iqV − q²[p₁D₁ + p₂D₂ + p₁p₂Δ²τ].

The bracket is the total longitudinal diffusion coefficient, and in this model the three parts add. The expansion requires q|Δ|τ ≪ 1 and Dᵢq²τ ≪ 1. The length |Δ|τ is 400 nm here. Since q is 2π divided by the wavelength, the first condition asks for wavelengths well above 2π|Δ|τ, or 2.5 μm. For shorter density waves a single diffusion coefficient is not reliable. The two equations themselves hold only while the distance an electron covers between collisions is much shorter than the scale of the variation.

The continuity equations also show why six valleys may be treated as two. Add the equations of all valleys in one group. If they share the same velocity, the same internal diffusion coefficient and the same total exit rate to the other group, the sum has the form of a single equation, and transfers inside the group cancel. This was tested with six equations without internal diffusion. The added transfer rates were 0.21 per ps between the two cold valleys, 0.13 per ps within each hot pair, and 0.07 per ps from a hot valley to each valley of the other hot pair. The result was again 35.56 cm²/s. With the field along a body diagonal all six valleys are equivalent, their drift velocities along the field agree, and D_iv, which describes spreading along the field, vanishes. The velocities across the field still differ, because the heavy axes of the valleys are tilted to the field in different directions, so transfers then spread the packet sideways.

So far an electron has taken up its new drift velocity at once. In fact the field must accelerate it after each transfer. A simple model shows the cost. In valley i the velocity grows at the rate aᵢ = eF/mᵢ, where e is the elementary charge, F the field strength and mᵢ the mass along the field. Collisions at rate cᵢ, and transfers, restart the velocity from a random value of zero mean. The mean time between restarts is θᵢ = 1/(cᵢ + kᵢ). Balancing gain and loss of mean velocity gives uᵢ = aᵢθᵢ as the drift velocity, which now takes the place of vᵢ in V and Δ.

Let hᵢ(v) be the mean future displacement, in excess of Vt, of an electron that starts in valley i with velocity v. Integrating the velocity correlation over time gives D = ⟨(v − V)hᵢ(v)⟩, averaged over the steady state. Over a short time dt the electron gains (v − V)dt, and the rest of hᵢ is what remains from its new state. With j the other valley, and a bar for the average just after a restart, this balance reads

0 = v − V + aᵢ dhᵢ/dv + cᵢ[h̄ᵢ − hᵢ(v)] + kᵢ[h̄ⱼ − hᵢ(v)].

Try hᵢ = bᵢ + θᵢv. Restarts have zero mean velocity, so h̄ᵢ = bᵢ. The terms in v cancel because θᵢ(cᵢ + kᵢ) = 1, and the constants require

uᵢ − V = kᵢ(bᵢ − bⱼ).

For i = 1, with u₁ − V = p₂Δ and p₂ = k₁τ, this gives b₁ − b₂ = Δτ. The equation for i = 2 gives the same difference. The constants bᵢ contribute p₁p₂Δ(b₁ − b₂) = p₁p₂Δ²τ to D. The terms θᵢv contribute pᵢθᵢ[σᵢ² + uᵢ(uᵢ − V)], where σᵢ² is the velocity variance in valley i. Summing over both valleys,

D = p₁p₂Δ²τ + p₁θ₁σ₁² + p₂θ₂σ₂² + p₁p₂Δ(θ₁u₁ − θ₂u₂).

The last term is the correction for the finite restart time. The chosen velocities and masses imply θᵢ = mᵢuᵢ/(eF), which is 0.86 ps in the hot and 2.09 ps in the cold valleys. The lengths θᵢuᵢ are 69 and 84 nm, and their difference of −15 nm is to be compared with Δτ = 400 nm. The correction is −1.3 cm²/s, or −3.6 % of D_iv. It is negative because the heavy, slow electrons travel farther between restarts.

The same model gives a scale for the diffusion inside the valleys. Let restarts have the thermal variance k_BT/mᵢ of the lattice temperature T. The time since the last restart is exponentially distributed, so the acceleration adds a variance (aᵢθᵢ)² = uᵢ², and σᵢ² = k_BT/mᵢ + uᵢ². The two coefficients θᵢσᵢ² are 108 and 60 cm²/s, with a population-weighted sum of 76 cm²/s. The total is 76.1 + 35.6 − 1.3 = 110.4 cm²/s. Following the coupled moments of position and velocity for 300 ps, from a start with all electrons in the hot valleys, gives the same value. D_iv is thus about a third of the total in this model. The intravalley part is a sketch, since it leaves out collision rates that depend on energy and restarts from a heated distribution. The share in real silicon may be quite different, and it is probably larger. With energy-dependent phonon scattering the heavy valleys drift nearer 2.5×10⁶ cm/s, and the intervalley part can then make up about half of the total or more.

A larger uncertainty lies in the assumption that transfers have no memory. An electron may need to gain energy before it can leave a valley, or it may arrive with enough energy to return at once. Let the successive dwell times t₁ and t₂ be independent, with means Tᵢ and standard deviations cᵥᵢTᵢ. During one cycle through both valleys the excess displacement is

Y = (v₁ − V)t₁ + (v₂ − V)t₂ = Δ(p₂t₁ − p₁t₂).

With τ now standing for T₁T₂/(T₁ + T₂), both p₂T₁ and p₁T₂ equal τ. The mean of Y is therefore zero, and

Var Y = Δ²τ²(cᵥ₁² + cᵥ₂²).

Over a long time t there are about t/(T₁ + T₂) independent cycles. Because Y has zero mean, the fluctuation in their number does not change the leading growth of the variance. Half the growth rate is Var Y/[2(T₁ + T₂)], and since p₁p₂ = τ/(T₁ + T₂),

D_iv = p₁p₂Δ²τ (cᵥ₁² + cᵥ₂²)/2.

Exponential dwell times have cᵥ = 1 and return the earlier result. If every stay had the same length, the factor would be zero: the electrons would alternate in a fixed rhythm, and their differences in position would stay bounded. With memory, τ is a combination of mean dwell times and need no longer be the decay time of a population imbalance.

Two assumed cases show the size of the effect, with the mean dwell times held at 15 and 30 ps. In the first, each stay begins with an exponentially distributed heating delay of mean 3 ps, during which the electron cannot leave. The variances of the two stages add, so cᵥ₁² = (3² + 12²)/15² = 0.68 and cᵥ₂² = (3² + 27²)/30² = 0.82. The factor is 0.75, and D_iv falls to 26.7 cm²/s. In the second, 30 % of arrivals in the hot valleys return after 1 ps on average, and the others stay 21 ps on average. Then cᵥ₁² = 2(0.3·1² + 0.7·21²)/15² − 1 = 1.75, the cold valleys keep cᵥ₂² = 1, and D_iv rises to 48.8 cm²/s. In both cases the slow eigenvalue of the enlarged set of continuity equations agreed with the factor.

Set beside real silicon, a mean drift velocity of several 10⁶ cm/s is typical at this temperature and field, but the separate velocities and the dwell times are rough choices. At fixed populations D_iv is proportional to the dwell times, and it grows as the square of the velocity difference. With a cold velocity of 2.5×10⁶ cm/s, for example, it would nearly double. The value for real silicon may therefore be several times that of the example. Without a field the populations would be 2/3 hot and 1/3 cold, by the count of valleys. The example reverses them, on the ground that light electrons take up more power from the field and so leave their valleys more readily. The full reversal is an assumption, and the real shift may be smaller. The restart model does not support this choice: it gives mean energies of 16.9 meV in the hot and 18.3 meV in the cold valleys. Every restart there returns the electron to the lattice temperature, so the mean energy gained from the field is eFuᵢθᵢ. The longer restart time of the cold electrons then outweighs the higher power eFuᵢ taken up by the hot ones. A transport calculation with energy-dependent scattering would have to supply the dwell times and both velocities. The absence of memory is an assumption as well, and dropping it moved D_iv by −25 % and +37 % in the two cases above.

Short samples break the condition t ≫ τ. Crossing 10 μm at the mean velocity of 5.33×10⁶ cm/s takes 187.5 ps, and the intervalley part of Var x/(2t) has then reached 0.947 of D_iv. The diffusive description needs a length well above Vτ, about 530 nm. An electron entering in valley i crosses a length L without changing valley with probability e^(−L/(vᵢTᵢ)), and vᵢTᵢ is 1200 nm for both valleys here. At 530 nm about 64 % still cross unchanged, and D_iv does not describe the spread of their arrival times.

Space charge sets a limit on the density. At 10¹³ cm⁻³ the dielectric relaxation time, estimated with the mobility V/F, is 121 ps. This is long compared with τ but comparable with the transit through 10 μm. For density variations along the field the differential mobility dV/dF should replace V/F. It is smaller when the velocity rises less than in proportion to the field, as it does for hot electrons in silicon, and the relaxation time is then longer, possibly longer than the transit. Even so, the two times are close enough that the mutual repulsion of the electrons could not safely be ignored in a transit measurement at that density. The time varies inversely with density, and ten times fewer electrons would bring it well above the transit time.

Four further omissions are small for these numbers. Nonparabolic bands alter the mass by a few per cent, which affects θᵢ but not the velocities taken as inputs. The density is about 3×10⁻⁶ of the effective density of states, so degeneracy is negligible. In the restart model the chance that a flight reaches the gap energy of 1.17 eV without a collision is just below 10⁻⁷ per flight, or about 10⁻⁵ over a transit through 10 μm, which makes impact ionization negligible. A rough band-to-band tunnelling estimate has an exponent near 16,000, so tunnelling plays no part. The full set of values stands in the numerical output.

Values computed for the example and the checks

```
lattice temperature: 77 K
field: 1.0 kV/cm
hot, cold velocity: 8.0, 4.0 1e6 cm/s
hot, cold dwell time: 15.0, 30.0 ps
hot, cold mass along field: 0.19, 0.92 m_e
hot, cold population: 0.3333, 0.6667
population relaxation time: 10.00 ps
excess population left after that time: 0.3679
mean drift velocity: 5.333 1e6 cm/s
intervalley diffusion D_iv: 35.56 cm^2/s
D_iv in SI: 3.556e-03 m^2/s
length |v1-v2|*tau: 400 nm
corner frequency 1/(2 pi tau): 15.9 GHz
trajectories: 200000, duration 200 ps
position variance, trajectories: 1.3531 um^2
position variance, formula: 1.3511 um^2
six-valley D_iv: 35.56 cm^2/s
sample length: 10 um
transit time: 187.5 ps
variance/(2t) at transit, over D_iv: 0.947
hot, cold restart time theta: 0.864, 2.092 ps
restart correction: -1.29 cm^2/s
restart correction over D_iv: -3.6 %
hot, cold intravalley D: 108.4, 60.0 cm^2/s
population-weighted intravalley D: 76.1 cm^2/s
total D of restart model: 110.4 cm^2/s
assumed heating delay: 3.0 ps
hot, cold c^2 with delay: 0.680, 0.820
D_iv factor with delay: 0.750
D_iv with delay: 26.67 cm^2/s
quick returns: share 0.3, mean time 1.0 ps
mean dwell of the other arrivals: 21.0 ps
hot c^2 with quick returns: 1.747
D_iv factor with quick returns: 1.373
D_iv with quick returns: 48.83 cm^2/s
hot, cold mean energy estimate: 16.9, 18.3 meV
nonparabolicity parameter: 0.5 1/eV
hot, cold nonparabolic term 2*alpha*E: 1.7, 1.8 %
electron density: 1.0e+13 cm^-3
dielectric relaxation time (chord mobility): 121 ps
density over band density of states: 2.8e-06
band gap: 1.17 eV
hot, cold chance of free flight to gap energy: 1.0e-08, 5.5e-08
tunnelling mass: 0.1 m_e
band-to-band tunnelling exponent: 16103
```
